\section*{Wire capacitance and the delay of optimally repeated interconnects}

\section{Delay of a long on-chip wire}

A signal crossing a chip on a narrow metal wire has to charge the wire's capacitance through the wire's own resistance. Both grow with length, so the delay of a long wire grows as the square of its length. Repeaters, which are amplifying gates placed along the wire, break it into short segments and make the delay proportional to length. Each repeater, however, adds a delay of its own. If the insulator between the wires is now replaced by one of lower permittivity, the capacitance per length falls. How much faster does the signal travel, given that the repeaters may be resized and moved to suit the new wire?

Let the wire have resistance $r$ and capacitance $c$ per unit length. It is cut into equal segments of length $l$, each driven by an identical repeater of size $h$, measured relative to a unit repeater. Enlarging a repeater amounts to placing $h$ unit repeaters in parallel, so its output resistance is $R_0/h$, its input capacitance $hC_0$, and the parasitic capacitance at its output $p\,hC_0$, where $p$ is a fixed number. The repeater is idealized as a linear switch: when its input crosses half the supply voltage, its internal source makes a full step behind the resistance $R_0/h$. Rising and falling edges are given the same $R_0$, and inductance is neglected; this is examined in Section~\ref{sec:limits}.

The capacitance $c$ is the one that acts during switching. If neighbouring wires switch too, their contribution is weighted by a factor that depends on their direction of switching, and this factor is held fixed here.

\section{Delay of one stage}

Let $v(x,t)$ be the voltage on a segment, $0\le x\le l$, divided by the supply voltage, with $v=0$ before the step at $t=0$. The current along the wire is proportional to $-(1/r)\,\partial v/\partial x$, and its loss per length charges the capacitance $c$. Hence
\begin{equation}
rc\,\frac{\partial v}{\partial t}=\frac{\partial^2 v}{\partial x^2}.
\label{eq:diff}
\end{equation}
At the far end the current charges the next repeater's input. At the near end the current through $R_0/h$ divides between the parasitic capacitance and the wire:
\begin{align}
-\frac1r\frac{\partial v}{\partial x}\Big|_{l}&=hC_0\frac{\partial v}{\partial t}\Big|_{l},
\label{eq:far}\\
\frac{h}{R_0}\,[1-v(0,t)]&=p\,hC_0\frac{\partial v}{\partial t}\Big|_{0}-\frac1r\frac{\partial v}{\partial x}\Big|_{0}.
\label{eq:near}
\end{align}

The Elmore delay is the time integral of the voltage still missing at the output. Define
\begin{equation}
M(x)=\int_0^\infty[1-v(x,t)]\,dt,\qquad T_E=M(l).
\label{eq:M}
\end{equation}
Since $v$ rises from 0 to 1 at every point, $\int_0^\infty(\partial v/\partial t)\,dt=1$. Also $\int_0^\infty(\partial v/\partial x)\,dt=-M'(x)$. Integrating \eqref{eq:diff}, \eqref{eq:far} and \eqref{eq:near} over time therefore gives
\begin{align}
M''(x)&=-rc,\qquad M'(l)=r\,hC_0,\\
\frac{h}{R_0}M(0)&=p\,hC_0+\frac{M'(0)}{r}.
\end{align}
The first two relations yield $M'(x)=r\,hC_0+rc\,(l-x)$, so that $M'(0)/r=hC_0+cl$. The third then gives $M(0)=(R_0/h)[(1+p)hC_0+cl]$. Adding $\int_0^l M'(x)\,dx=rl\,hC_0+rcl^2/2$, we obtain
\begin{equation}
T_E=\frac{R_0}{h}\big[(1+p)hC_0+cl\big]+rl\Big[\frac{cl}{2}+hC_0\Big].
\label{eq:elmore}
\end{equation}
The repeater's resistance carries the charge of every capacitance in the stage. The wire's resistance carries all the charge of the load, but on average only half of the wire's own charge, which is the origin of the factor $1/2$.

What matters for the next repeater is the time $t_{50}$ at which $v(l,t)=1/2$. If the missing voltage decayed as a single exponential $e^{-t/T}$, its integral would be $T$ and it would reach one half at $t=T\ln2$. This suggests the estimate
\begin{equation}
t_{50}\approx T_E\ln2 .
\label{eq:ln2}
\end{equation}
The response of a distributed wire contains many exponentials, so \eqref{eq:ln2} is an approximation. Section~\ref{sec:scaling} shows which conclusions survive without it.

\section{The best size and spacing}

Dividing \eqref{eq:elmore} by $l$ and using \eqref{eq:ln2}, we find the delay per length
\begin{equation}
\tau(h,l)=\ln2\left[\frac{(1+p)R_0C_0}{l}+\frac{rcl}{2}+\frac{R_0c}{h}+rC_0h\right].
\label{eq:tau}
\end{equation}
The first two terms depend on $l$ alone and the last two on $h$ alone, so each pair can be minimized separately. For positive $a$, $b$ and $y$,
\begin{equation}
\frac ay+by=\Big(\sqrt{a/y}-\sqrt{by}\Big)^2+2\sqrt{ab}\;\ge\;2\sqrt{ab},
\label{eq:amgm}
\end{equation}
with equality when $a/y=by$, that is, at $y=\sqrt{a/b}$. This is a global minimum and there is no other.

For the spacing, $a=(1+p)R_0C_0$ and $b=rc/2$. For the size, $a=R_0c$ and $b=rC_0$. Therefore
\begin{equation}
l^*=\sqrt{\frac{2(1+p)R_0C_0}{rc}},\qquad
h^*=\sqrt{\frac{R_0c}{rC_0}} .
\label{eq:opt}
\end{equation}
The two minimum values $2\sqrt{ab}$ are $2\sqrt{(1+p)/2}\,\sqrt{R_0C_0rc}$ and $2\sqrt{R_0C_0rc}$. Their sum gives
\begin{equation}
\tau_{\min}=2\ln2\left[1+\sqrt{\frac{1+p}{2}}\,\right]\sqrt{R_0C_0\,rc}.
\label{eq:min}
\end{equation}
With $R_0$, $C_0$, $p$ and $r$ fixed, the optimized delay per length varies as $\sqrt c$.

The delay of a single stage at the optimum shows where the square root comes from. Since $l^*\sqrt{R_0C_0rc}=\sqrt{2(1+p)}\,R_0C_0$,
\begin{equation}
\tau_{\min}l^*=2\ln2\left[1+\sqrt{\frac{1+p}{2}}\,\right]\sqrt{2(1+p)}\;R_0C_0 .
\label{eq:stage}
\end{equation}
This contains no property of the wire. A lower capacitance leaves the delay of each optimized stage unchanged, but it lets the stage cover a greater distance, because $l^*\propto1/\sqrt c$. The signal gains speed by passing through fewer repeaters.

\section{From capacitance to permittivity}

Suppose one homogeneous dielectric of relative permittivity $k$ fills the whole field region around fixed conductors. The potential between them obeys Laplace's equation with the same boundary values whatever $k$ is, so the field is unchanged, while the charge on the conductors is proportional to $k$. Thus $c\propto k$ and $\tau_{\min}\propto\sqrt k$.

In a real stack, part of the field may pass through layers that are not replaced. If the capacitance can be written as $c=c_a+c_bk$ with constant $c_a$ and $c_b$, then
\begin{equation}
\frac{d\ln\tau_{\min}}{d\ln k}=\frac12\,\frac{d\ln c}{d\ln k}=\frac12\,\frac{c_bk}{c_a+c_bk}.
\end{equation}
The square root in $c$ remains, but the exponent in $k$ is below one half when $c_a>0$. If a change of dielectric also alters the metal cross-section, $r$ changes as well, and the product $rc$ in \eqref{eq:min} decides the result.

\section{Keeping the old repeaters}

A new dielectric might be introduced without a new circuit design. Let $c$ change to $xc$ while $h$ and $l$ keep the values that were optimal for the original $c$. In \eqref{eq:tau}, the terms containing $c$ are $rcl/2$ and $R_0c/h$. Each belongs to a different pair, and by the equality condition of \eqref{eq:amgm} each is half of its pair. Together they make up half the delay, so
\begin{equation}
\frac{\tau_{\rm kept}}{\tau_{\min}}=\frac{1+x}{2},\qquad
\frac{\tau_{\rm new}}{\tau_{\min}}=\sqrt x ,
\label{eq:kept}
\end{equation}
where $\tau_{\min}$ refers to the original wire. The difference of the two ratios is
\begin{equation}
\frac{1+x}{2}-\sqrt x=\frac{(1-\sqrt x)^2}{2}.
\label{eq:penalty}
\end{equation}
It is of second order in the change of $c$. For a small change, most of the gain is available without touching the repeaters, and redesign becomes worthwhile for large changes. Redesign also makes the repeaters smaller and fewer.

The capacitance that the repeaters add per length follows from \eqref{eq:opt}. Since $h^*/l^*=c/[C_0\sqrt{2(1+p)}]$,
\begin{equation}
\frac{(1+p)h^*C_0}{l^*}=c\,\sqrt{\frac{1+p}{2}} .
\label{eq:repcap}
\end{equation}
The resistance of the wire has dropped out. The total capacitance switched per length, wire plus repeaters, is proportional to $c$. If the repeaters are redesigned for each $c$ at fixed supply voltage, the energy spent on charging this capacitance falls linearly with $c$, while the delay falls as the square root. If the old repeaters are kept, their own capacitance remains and only the wire's share of the energy falls.

\section{The square root without the Elmore estimate}
\label{sec:scaling}

The scaling can be obtained from \eqref{eq:diff}--\eqref{eq:near} directly. Measure size and spacing in natural units,
\begin{equation}
h=\eta\sqrt{\frac{R_0c}{rC_0}},\qquad l=\lambda\sqrt{\frac{R_0C_0}{rc}},
\label{eq:units}
\end{equation}
and put $x=l\xi$ and $t=R_0C_0\theta$. Two combinations are needed: $rcl^2=\lambda^2R_0C_0$ and $hrl/R_0=\eta\lambda$. Multiplying \eqref{eq:diff} by $l^2$, and \eqref{eq:far} and \eqref{eq:near} by $rl$, we get
\begin{align}
\lambda^2\,\partial_\theta v&=\partial_\xi^2v,\\
-\partial_\xi v&=\eta\lambda\,\partial_\theta v &&(\xi=1),\\
\eta\lambda\,(1-v)&=p\,\eta\lambda\,\partial_\theta v-\partial_\xi v &&(\xi=0).
\label{eq:scalednear}
\end{align}
Only $\eta$, $\lambda$ and $p$ remain. The time at which the output reaches one half is therefore $t_{50}=R_0C_0\,g(\eta,\lambda,p)$ with some function $g$, and division by $l$ gives
\begin{equation}
\frac{t_{50}}{l}=\sqrt{R_0C_0rc}\;\frac{g(\eta,\lambda,p)}{\lambda}.
\label{eq:true}
\end{equation}
Changing $c$ changes the prefactor, but not the set of pairs $(\eta,\lambda)$ over which one searches. The lowest attainable value is thus $K(p)\sqrt{R_0C_0rc}$. The estimate \eqref{eq:ln2} affects the number $K$, not the square root.

The slope found for unchanged repeaters survives too. Let $\tau_t(c;h,l)$ be the true delay per length and let its minimum be smooth and lie at finite, nonzero $h$ and $l$. As $c$ varies, the minimum value changes by
\begin{equation}
\frac{d\tau_{t,\min}}{dc}=\frac{\partial\tau_t}{\partial c}+\frac{\partial\tau_t}{\partial h}\frac{dh}{dc}+\frac{\partial\tau_t}{\partial l}\frac{dl}{dc}=\frac{\partial\tau_t}{\partial c},
\label{eq:envelope}
\end{equation}
because the derivatives with respect to $h$ and $l$ vanish there. The left side corresponds to a logarithmic slope of $1/2$, so the slope at fixed design is $1/2$ as well. The finite-change formula $(1+x)/2$, by contrast, was derived from the Elmore estimate.

\section{A worked example}

Take round model parameters: $R_0=10~\mathrm{k\Omega}$, $C_0=0.10$~fF, $p=0.5$, $r=2~\Omega/\mu\mathrm m$, $c=0.20~\mathrm{fF}/\mu\mathrm m$ and $k=3$. The wire is 10~mm long. The device time is $R_0C_0=1$~ps, and $\sqrt{R_0C_0rc}=20$~ps/mm. From \eqref{eq:opt},
\begin{align}
h^*&=\sqrt{\frac{10^4\times0.20}{2\times0.10}}=100,\\
l^*&=\sqrt{\frac{2\times1.5\times10^{-12}}{2\times0.20\times10^{-15}}}~\mu\mathrm m=86.6~\mu\mathrm m.
\end{align}
The prefactor in \eqref{eq:min} is $2\ln2\,(1+\sqrt{0.75})=2.587$, and
\begin{equation}
\tau_{\min}=2.587\times20~\mathrm{ps/mm}=51.7~\mathrm{ps/mm}.
\end{equation}
The two terms governed by spacing contribute 12.0~ps/mm each and the two governed by size 13.9~ps/mm each. The whole wire takes 517~ps.

For comparison, the 50\% delay computed from the diffusion model, with the wire divided into 50 sections, has its minimum at $h=97$ and $l=82.5~\mu$m. Its value is 55.3~ps/mm, corresponding to $K=2.76$. The Elmore estimate of the minimum is thus about 6\% below the 50\% delay of the same linear model. Separate changes of $R_0$, $C_0$, $r$ and $c$, each followed by a new numerical minimization, confirmed the square-root law for this delay. The fixed-design slope was also found to be 0.500.

Now lower the capacitance by 20\%, as when $k$ goes from 3.0 to 2.4 in a homogeneous dielectric; with layers that are not replaced, the same change of $k$ lowers $c$ by less. In the Elmore estimate, redesign brings the delay to $\sqrt{0.8}\times51.7=46.3$~ps/mm, with $h=89$ and $l=97~\mu$m. The old repeaters give $0.9\times51.7=46.6$~ps/mm. Redesign is worth only 0.3~ps/mm in speed. If the capacitance is halved, the two values are 36.6 and 38.8~ps/mm, and the difference is visible.

The optimum is flat in the spacing. At $l=2l^*$, the first term of \eqref{eq:tau} is halved and the second doubled, so their sum rises from 24.0 to $6.0+24.0=30.0$~ps/mm. The total becomes 57.7~ps/mm, which is 12\% above the minimum, for half as many repeaters. At the optimum itself, the repeaters add $0.20\sqrt{0.75}=0.173~\mathrm{fF}/\mu$m, almost as much capacitance as the wire. Using fewer or smaller repeaters than the optimum therefore saves switching energy at the cost of some delay. The full set of values is given in the numerical output.

\section{Short wires, bare wires and the limits of the model}
\label{sec:limits}

The number of segments was treated as continuous. Here $L/l^*=115.5$, and rounding it to 115 or 116 changes the spacing by less than half a percent. By \eqref{eq:amgm}, the delay changes only in second order, so the rounding is harmless. A wire much shorter than $l^*$, however, cannot be given segments of the best length: it has a single segment, whose length is fixed by $L$.

Consider therefore a wire of length $L$ with a single driver, whose size is still free, and with a receiver of the same size. The terms of \eqref{eq:elmore} that contain $h$ are again minimized at $h^*$, so
\begin{equation}
T_1=\ln2\Big[(1+p)R_0C_0+\frac{rcL^2}{2}+2L\sqrt{R_0C_0rc}\Big].
\label{eq:single}
\end{equation}
Differentiating with respect to $\ln c$, where the last term contributes half of itself, gives
\begin{equation}
\frac{d\ln T_1}{d\ln c}=\frac{rcL^2/2+L\sqrt{R_0C_0rc}}{(1+p)R_0C_0+rcL^2/2+2L\sqrt{R_0C_0rc}} .
\label{eq:slope1}
\end{equation}
For $L\ll l^*$ the slope tends to zero, because a gate of size $h^*$ spends its time charging itself and its receiver. For $L\gg l^*$ it tends to one, because the wire charges itself. At $L=l^*$ the first two terms of the denominator are equal, and the slope is $1/2$. Optimal repeaters hold every segment at this intermediate point, however long the whole wire is. The short-wire limit belongs to gates of size $h^*$. Short wires are usually driven by much smaller gates of fixed size $h$. Then the first term of \eqref{eq:elmore} dominates, and the slope is close to $cL/[(1+p)hC_0+cL]$. For a unit gate and $L=0.1\,l^*$ in the example this is 0.92, so such a wire gains almost in proportion to $c$.

The example shows the long-wire limit clearly. Driven by one repeater of size 100, the 10~mm wire has a computed 50\% delay of 15.5~ns. The optimally repeated wire, judged by the same 50\% criterion, needs $55.3\times10=553$~ps, about 28 times less. For the bare wire the logarithmic slope in $c$ is 0.990, and doubling the length multiplies the delay by 3.96. A low-permittivity dielectric thus helps a long bare wire almost in proportion to $c$, but such a wire is slow to begin with.

Neglecting inductance requires that the wire be dominated by its resistance. For ideal conductors in a homogeneous nonmagnetic dielectric, a wave crosses one segment in $t_f=l\sqrt k/c_0$, where $c_0$ is the speed of light in vacuum. For $l=l^*$ this is 0.50~ps, against a stage delay of 4.48~ps. If $\mathcal L$ is the inductance per length, then $t_f=l\sqrt{\mathcal Lc}$, and the inductance of the segment is
\begin{equation}
\mathcal Ll=\frac{t_f^2}{cl}=\frac{(0.50~\mathrm{ps})^2}{17.3~\mathrm{fF}}\approx14~\mathrm{pH}.
\end{equation}
Divided by the stage delay, this gives an inductive impedance of about $3~\Omega$, while the segment's resistance is $rl^*=173~\Omega$. These estimates support the neglect of inductance here, though they do not replace a calculation that includes it. With $c\propto k$, the product $l^*\sqrt k$ does not depend on $k$, so a better dielectric does not change the ratio of flight time to stage delay. A smaller $r$ does: it lengthens $l^*$ at constant stage delay. For sufficiently wide, low-resistance wires the flight time becomes comparable with the stage delay, and \eqref{eq:min} fails. It cannot be continued to $r\to0$, where it would predict a vanishing delay. What fails is the prefactor and the dependence on $r$. In the units of Section~\ref{sec:scaling} the inductance enters only through $\mathcal L/(rR_0C_0)$, which does not contain $c$, so at fixed $\mathcal L$ the scaling with $\sqrt c$ remains.

The model also omits the vias and contacts that join each repeater to the wire. A fixed resistance $R_v$ at each end of a segment adds $R_vc+2R_vhC_0/l$ to the bracket in \eqref{eq:tau}, which raises the delay of the example by about 3~ps/mm for $R_v=10~\Omega$. At $h^*$ and $l^*$ both terms are proportional to $c$, so they raise the exponent above one half. The square root is exact in this model only if $R_v$ is negligible or scales as $1/h$.

The ideal switch is a further simplification, since a transistor is nonlinear and responds to a gradual input. Suppose the drive current is $h(V/R_0)f(v_{\rm in},v)$, with supply voltage $V$ and a fixed function $f$. Then $1-v$ in \eqref{eq:scalednear} is replaced by $f(v_{\rm in},v)$. For a waveform that repeats from stage to stage, apart from inversion, no new parameter with units enters, and the square root persists with a different prefactor. This extension rests on the scaling argument alone and was not tested numerically. It requires that $f$, the supply voltage and the device capacitances per unit size stay the same when the dielectric is changed.

\section*{Table of computed values}
\begin{verbatim}
R0 = 10.0 kOhm
C0 = 0.10 fF
p = 0.50 (no unit)
r = 2.00 Ohm/um
c = 0.200 fF/um
relative permittivity k = 3.0 (no unit)
wire length = 10.0 mm
R0*C0 = 1.000 ps
sqrt(R0 C0 r c) = 20.000 ps/mm
optimum size h = 100.00 (no unit)
optimum spacing l = 86.60 um
Elmore prefactor = 2.5869 (no unit)
minimum delay per length, ln2 x Elmore = 51.737 ps/mm
term (1+p)R0C0/l times ln2 = 12.006 ps/mm
term rcl/2 times ln2 = 12.006 ps/mm
term R0c/h times ln2 = 13.863 ps/mm
term rC0h times ln2 = 13.863 ps/mm
share of terms containing c = 0.5000 (no unit)
number of segments L/l = 115.5 (no unit)
delay of whole repeated wire = 517.4 ps
50% delay of same wire without repeaters = 15454 ps
its log slope in c = 0.9901 (no unit)
its delay ratio for doubled length = 3.961 (no unit)
true 50% delay: optimum size = 97.12 (no unit)
true 50% delay: optimum spacing = 82.52 um
true 50% delay: prefactor K = 2.763 (no unit)
true 50% delay: minimum per length = 55.26 ps/mm
fixed-design log slope in c, Elmore = 0.5000 (no unit)
fixed-design log slope in c, true delay = 0.5000 (no unit)
c times 0.8 (k = 2.4): redesigned = 46.275 ps/mm
c times 0.8: redesigned ratio = 0.8944 (no unit)
c times 0.8: old design kept = 46.563 ps/mm
c times 0.8: old design ratio = 0.9000 (no unit)
c times 0.8: new size = 89.44 (no unit)
c times 0.8: new spacing = 96.82 um
c times 0.5 (k = 1.5): redesigned = 36.584 ps/mm
c times 0.5: redesigned ratio = 0.7071 (no unit)
c times 0.5: old design kept = 38.803 ps/mm
c times 0.5: old design ratio = 0.7500 (no unit)
c times 0.5: new size = 70.71 (no unit)
c times 0.5: new spacing = 122.47 um
delay per length at doubled spacing = 57.740 ps/mm
its ratio to the minimum = 1.1160 (no unit)
repeater capacitance per length = 0.1732 fF/um
stage delay at optimum = 4.481 ps
flight time through one segment = 0.500 ps
\end{verbatim}
